# Energy of filled hydrogenic shells as an expansion in the electron number

## What scaling and symmetry fix

Take $N$ electrons of spin $1/2$ that feel a fixed point nucleus of charge $Z$ and do not repel one another. Relativity is left out, and the algebra is in atomic units. The Hamiltonian is

$$H=\sum_{i=1}^{N}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right).$$

Substituting $\mathbf r=\mathbf s/Z$ gives $\nabla_r^2=Z^2\nabla_s^2$ and $Z/r=Z^2/s$, so $H$ is $Z^2$ times the Hamiltonian for unit charge. The ground-state energy is therefore

$$E(N,Z)=Z^2\,\epsilon(N),$$

all lengths scale as $1/Z$, and only the function $\epsilon(N)$ remains to be found. The same scaling splits $E$ into its kinetic part $T$ and potential part $V$. The Hellmann-Feynman theorem gives $Z\,\partial E/\partial Z=\langle Z\,\partial H/\partial Z\rangle=V$, and the left side is $2E$. Hence $V=2E$ and $T=E-V=-E$.

The one-electron spectrum is taken as input from the solution of the hydrogen problem. The levels are $\varepsilon_n=-Z^2/(2n^2)$ with $n=1,2,\dots$, each containing $l=0,\dots,n-1$. The number of states in shell $n$ is $2\sum_{l=0}^{n-1}(2l+1)=2n^2$, the factor 2 being spin. When shells $1$ to $K$ are full and the rest empty,

$$N=\sum_{n=1}^{K}2n^2=\frac{K(K+1)(2K+1)}{3},\qquad E=\sum_{n=1}^{K}2n^2\left(-\frac{Z^2}{2n^2}\right)=-Z^2K .$$

The formula for $N$ follows by induction: it gives 2 at $K=1$, and its increase from $K-1$ to $K$ is $\tfrac{K}{3}[(K+1)(2K+1)-(K-1)(2K-1)]=\tfrac{K}{3}\cdot 6K=2K^2$. In the energy, degeneracy and binding cancel, so that every full shell contributes $-Z^2$.

For large $K$ one has $N\approx 2K^3/3$, so the natural variable is

$$y=\left(\frac{3N}{2}\right)^{1/3}.$$

The polynomial $N(K)$ has a symmetry. Under $K\to-1-K$ the product $K(K+1)$ is unchanged and $2K+1$ changes sign. In terms of $x=K+\tfrac12$ this is $x\to-x$, $N\to-N$, $y\to -y$. An expansion of $x$ in descending powers of $y$ can then hold only odd powers, and

$$E=-Z^2\left[x-\tfrac12\right]=-Z^2\left[y-\tfrac12+\frac{a_1}{y}+\frac{a_3}{y^3}+\dots\right].$$

The only even power is the constant. The result derived twice below is

$$E=-Z^2\left[y-\frac12+\frac{1}{12y}-\frac{1}{5184\,y^5}+\frac{1}{62208\,y^7}-\dots\right]$$

for closed shells. The term $-Z^2y$ is the Thomas-Fermi energy, $+Z^2/2$ is the Scott term, and $-Z^2/(12y)$ is the next correction.

## First derivation: inverting the shell count

With $K=x-\tfrac12$ one has $K(K+1)=x^2-\tfrac14$ and $2K+1=2x$, so $N=\tfrac23x^3-\tfrac16x$. Multiplying by $3/2$,

$$x^3-\frac{x}{4}=y^3 .$$

This cubic is solved by Cardano's substitution $x=s+1/(12s)$. Expanding the cube,

$$x^3=s^3+\frac{s}{4}+\frac{1}{48s}+\frac{1}{1728s^3}=s^3+\frac{1}{1728s^3}+\frac{x}{4},$$

because $s/4+1/(48s)=x/4$. The cubic becomes $s^3+1/(1728s^3)=y^3$, which is the quadratic $(s^3)^2-y^3s^3+1/1728=0$. Its larger root is

$$s^3=\frac{y^3}{2}\left[1+\sqrt{1-\frac{1}{432\,y^6}}\right].$$

The product of the two roots is $1/1728$, so the other root exchanges $s$ with $1/(12s)$ and gives the same $x$. For $K\ge1$ one has $N\ge2$ and $y^6\ge9$, the square root is real, and $s$ is taken real and positive. This $x$ is the wanted one. The function $x^3-x/4$ increases for $x>1/\sqrt{12}$, while both $s+1/(12s)\ge1/\sqrt3$ and $K+\tfrac12\ge\tfrac32$ lie in that range, where the solution is unique.

To expand, set $x=yw$, $s=y\sigma$ and $e=1/(4y^2)$. Then $1/(12sy)=e/(3\sigma)$ and $1/(432y^6)=64e^3/432=4e^3/27$, so

$$w=\sigma+\frac{e}{3\sigma},\qquad \sigma^3=\tfrac12\left[1+\sqrt{1-q}\right],\qquad q=\frac{4e^3}{27}.$$

Since $\sigma$ depends on $e$ only through $e^3$, the series for $w$ contains the powers $e^{3j}$ and $e^{3j+1}$ and never $e^{3j+2}$. The absence of $e^2$ means $a_3=0$, which is more than the symmetry demanded. From $\sqrt{1-q}=1-q/2+O(q^2)$ follows $\sigma^3=1-q/4+O(q^2)$, then $\sigma=1-q/12+O(q^2)=1-e^3/81+O(e^6)$ and $1/\sigma=1+e^3/81+O(e^6)$. Adding the two pieces,

$$w=1+\frac{e}{3}-\frac{e^3}{81}+\frac{e^4}{243}+O(e^6).$$

Multiplying by $y$ and inserting $e^k=4^{-k}y^{-2k}$, with $81\cdot64=5184$ and $243\cdot256=62208$,

$$x=y+\frac{1}{12y}-\frac{1}{5184y^5}+\frac{1}{62208y^7}+O(y^{-11}),$$

and $E=-Z^2(x-\tfrac12)$ is the stated result.

The series converges. For $|q|<1$ the root $\sqrt{1-q}$ is analytic with positive real part, so $\sigma^3$ has real part above $1/2$, its cube root is analytic and nonzero, and $w(e)$ is analytic in the disc $|e|<\rho=(27/4)^{1/3}=1.8899$. The radius is no larger. At the three points $e^3=27/4$ one has $\sigma=2^{-1/3}$, and $\sigma$ varies there linearly with $\sqrt{1-q}$. This square root enters $w$ with the factor $\partial w/\partial\sigma=1-e/(3\sigma^2)=1-e/\rho$, where $3\cdot2^{-2/3}=\rho$ was used. The factor vanishes at $e=\rho$ but not at $e=\rho\,e^{\pm2\pi i/3}$, where $w$ has true branch points. The largest value of $e$ for a closed shell is that of $K=1$, $e=0.12019$, well inside the disc, so the expansion converges for every $K\ge1$.

The remainder after three terms, $K-[y-\tfrac12+1/(12y)]$, evaluated directly from $N(K)$ in 50-digit arithmetic, is the error in $-E/Z^2$:

| $K$ | $N$ | $y$ | remainder |
|---|---|---|---|
| 1 | 2 | 1.442250 | $-2.968\times10^{-5}$ |
| 2 | 10 | 2.466212 | $-2.085\times10^{-6}$ |
| 3 | 28 | 3.476027 | $-3.775\times10^{-7}$ |
| 10 | 770 | 10.492057 | $-1.516\times10^{-9}$ |

It is small even for two electrons because the $y^{-3}$ term is absent and the $y^{-5}$ term carries the factor $1/5184$.

## Second derivation: Thomas-Fermi theory and the error of replacing sums by integrals

**The leading term.** Thomas-Fermi theory treats the electrons near each point as a uniform gas filling momenta up to $k(\mathbf r)$. With two spin states per phase-space cell $(2\pi)^3$, the density and the kinetic energy density are

$$n=\frac{2}{(2\pi)^3}\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2},\qquad t=\frac{2}{(2\pi)^3}\int_0^k\frac{p^2}{2}4\pi p^2dp=\frac{k^5}{10\pi^2}.$$

Eliminating $k=(3\pi^2n)^{1/3}$ gives $t(n)=\tfrac{3}{10}(3\pi^2)^{2/3}n^{5/3}$ and $dt/dn=k^2/2$. The functional is $E_{TF}[n]=\int t(n)\,d^3r-Z\int (n/r)\,d^3r$, to be minimized over $n\ge0$ at fixed $N$. With a multiplier $\mu<0$, stationarity requires $k^2/2-Z/r=\mu$ wherever $n>0$, which gives

$$n_{TF}(r)=\frac{[2(\mu+Z/r)]^{3/2}}{3\pi^2}\quad(r<r_0),\qquad r_0=\frac{Z}{|\mu|},$$

and zero outside. This density is the minimum. Because $t$ is convex, $t(n')-t(n)\ge t'(n)(n'-n)$ for any other density $n'$, so $E_{TF}[n']-E_{TF}[n_{TF}]\ge\int(k^2/2-Z/r)(n'-n_{TF})\,d^3r$. Inside $r_0$ the first bracket equals $\mu$. Outside, $k=0$, the bracket is $-Z/r>\mu$, and $n'-n_{TF}=n'\ge0$. The integral is thus at least $\mu\int(n'-n_{TF})\,d^3r=0$.

Write $\mu=-Z^2/(2\nu^2)$, which defines a continuous principal quantum number $\nu$. Then $r_0=2\nu^2/Z$ and $2Zr_0=4\nu^2$. With $r=r_0u$, $k^2=(2Z/r_0)(1-u)/u$. The three integrals reduce to beta functions $B(a,b)=\int_0^1u^{a-1}(1-u)^{b-1}du=\Gamma(a)\Gamma(b)/\Gamma(a+b)$. Using $\Gamma(\tfrac12)=\sqrt\pi$, $\Gamma(\tfrac32)=\tfrac12\sqrt\pi$, $\Gamma(\tfrac52)=\tfrac34\sqrt\pi$, $\Gamma(\tfrac72)=\tfrac{15}{8}\sqrt\pi$, $\Gamma(3)=2$ and $\Gamma(4)=6$, the needed values are $B(\tfrac32,\tfrac52)=\pi/16$, $B(\tfrac12,\tfrac52)=3\pi/8$ and $B(\tfrac12,\tfrac72)=5\pi/16$. Then

$$N_{TF}=\frac{4\pi}{3\pi^2}(2Zr_0)^{3/2}\int_0^1u^{1/2}(1-u)^{3/2}du=\frac{4}{3\pi}\cdot8\nu^3\cdot\frac{\pi}{16}=\frac23\nu^3,$$

$$V_{TF}=-Z\frac{4\pi}{3\pi^2}\,2Z\,(2Zr_0)^{1/2}\int_0^1u^{-1/2}(1-u)^{3/2}du=-\frac{4}{3\pi}\cdot4Z^2\nu\cdot\frac{3\pi}{8}=-2Z^2\nu,$$

$$T_{TF}=\frac{4\pi}{10\pi^2}(2Z)^2(2Zr_0)^{1/2}\int_0^1u^{-1/2}(1-u)^{5/2}du=\frac{2}{5\pi}\cdot8Z^2\nu\cdot\frac{5\pi}{16}=Z^2\nu .$$

The energy is $E_{TF}=-Z^2\nu$. Imposing $N_{TF}=N$ gives $\nu=y$ and $E_{TF}(N)=-Z^2(3N/2)^{1/3}$. The quantum spectrum has not been used, so the leading term of the first derivation is identified as the Thomas-Fermi energy.

**The corrections.** The Thomas-Fermi results can be written as

$$N_{TF}(\nu)=\int_0^\nu 2m^2\,dm,\qquad E_{TF}(\nu)=\int_0^\nu 2m^2\left(-\frac{Z^2}{2m^2}\right)dm .$$

They are the shell sums with the integer $n$ replaced by a continuous $m$ that starts at zero. The corrections are the differences between sums and integrals. Assign to shell $n$ the interval from $n-\tfrac12$ to $n+\tfrac12$. For the energy the integrand is the constant $-Z^2$, and each interval reproduces its shell exactly. For the number,

$$\int_{n-1/2}^{n+1/2}2m^2dm=\tfrac23\left[(n+\tfrac12)^3-(n-\tfrac12)^3\right]=\tfrac23\left(3n^2+\tfrac14\right)=2n^2+\tfrac16 ,$$

so each interval overcounts by $1/6$ of an electron. The $K$ intervals cover $\tfrac12<m<x$ with $x=K+\tfrac12$. The strip $0<m<\tfrac12$ belongs to no shell, and it holds the energy $-Z^2/2$ and $\tfrac23\cdot\tfrac18=\tfrac1{12}$ electron. Removing the strip and the overcount gives two exact relations,

$$E=E_{TF}(\nu{=}x)+\frac{Z^2}{2},\qquad N=N_{TF}(\nu{=}x)-\frac1{12}-\frac K6=N_{TF}(\nu{=}x)-\frac{x}{6}.$$

The exact energy is the Thomas-Fermi energy of $N+x/6$ electrons, plus $Z^2/2$. The constant is the Scott term. The extra $x/6$ electrons enter at the Fermi level, where each costs $dE_{TF}/dN=(-Z^2)/(2\nu^2)=\mu$. To first order, with $\nu\approx x\approx y$,

$$E_{TF}\!\left(N+\frac x6\right)\approx E_{TF}(N)-\frac{Z^2}{2y^2}\cdot\frac y6=-Z^2y-\frac{Z^2}{12y},$$

which is the next correction.

Higher orders follow by iteration. The statement $E_{TF}(N+x/6)=-Z^2x$ reads $x=(y^3+x/4)^{1/3}$, or $w=(1+ew)^{1/3}$. Let $w=1+c_1e+c_2e^2+\dots$ and $h=ew=e+c_1e^2+c_2e^3+c_3e^4+\dots$, and use $(1+h)^{1/3}=1+\tfrac13h-\tfrac19h^2+\tfrac5{81}h^3-\tfrac{10}{243}h^4+\dots$. Order $e$ gives $c_1=\tfrac13$. Order $e^2$ gives $c_2=\tfrac13c_1-\tfrac19=0$; here the growth of the extra charge with $x$ cancels the curvature of $E_{TF}(N)$. Order $e^3$ gives $c_3=\tfrac13c_2-\tfrac19(2c_1)+\tfrac5{81}=-\tfrac6{81}+\tfrac5{81}=-\tfrac1{81}$. Order $e^4$ gives $c_4=\tfrac13c_3-\tfrac19(2c_2+c_1^2)+\tfrac5{81}(3c_1)-\tfrac{10}{243}=\tfrac{-1-3+15-10}{243}=\tfrac1{243}$. These are the coefficients of the first derivation.

The value $1/2$ does not depend on having centred the intervals. Any $\nu=K+\theta$ with $0<\theta<1$ places $\mu$ between the last full and the first empty level. For such a choice $E=-Z^2K=E_{TF}(\nu)+\theta Z^2$, and since $x=\nu+(\tfrac12-\theta)$, one has $N_{TF}(\nu)-N=-2\nu^2(\tfrac12-\theta)+O(\nu)$. Converting to fixed $N$ adds $\mu\,[N_{TF}(\nu)-N]=Z^2(\tfrac12-\theta)+O(Z^2/\nu)$, and the constants sum to $Z^2/2$ for every $\theta$.

**Where the Scott term comes from.** The removed strip is the Thomas-Fermi gas with $\nu=\tfrac12$. It consists of classical states with energies below $-2Z^2$, deeper than the $1s$ level at $-Z^2/2$, and it lies wholly within $r_0=2\nu^2/Z=1/(2Z)$. In that region the local-gas picture has no support. The picture needs the reduced wavelength $1/k$ to change little over its own length, and near the nucleus $k=\sqrt{2Z/r}$ gives $d(1/k)/dr=1/\sqrt{8Zr}$, which is not small for $Zr\lesssim1$. The same criterion also fails at the outer edge of the cloud, where $k\to0$ and $d(1/k)/dr=Z/(k^3r^2)$ diverges, so it does not by itself single out the nucleus. At the nucleus $n_{TF}$ diverges as $r^{-3/2}$, while the exact density, a finite sum of bounded orbitals, stays finite.

The interval argument compares totals, not densities, so the location deserves a direct look. The exact density is

$$n_K(r)=\sum_{n=1}^{K}\sum_{l=0}^{n-1}\frac{2(2l+1)}{4\pi}R_{nl}^2,\qquad R_{nl}^2=\left(\frac{2Z}{n}\right)^3\frac{(n-l-1)!}{2n\,(n+l)!}\,e^{-\xi}\xi^{2l}\left[L_{n-l-1}^{2l+1}(\xi)\right]^2,$$

with $\xi=2Zr/n$ and $L$ the generalized Laguerre polynomial. Define the accumulated error of the nuclear attraction, in units of $Z^2$,

$$C(R)=-\frac1Z\int_{r<R}\frac{n_K-n_{TF}}{r}\,d^3r ,$$

with $n_{TF}$ taken at $\nu=x$. Over all space $C(\infty)=(-2Z^2K+2Z^2x)/Z^2=1$, twice the Scott coefficient, as $V=2E$ requires. For $ZR\to0$ the Thomas-Fermi divergence dominates and $C\to\tfrac{16\sqrt2}{3\pi}\sqrt{ZR}$, from integrating $4\pi r\,(2Z/r)^{3/2}/(3\pi^2Z)$. Gauss-Legendre quadrature in the variable $\sqrt r$ gives:

| $K$ | $ZR=0.02$ | $0.25$ | $1$ | $10$ |
|---|---|---|---|---|
| 3 | 0.338 | 0.985 | 0.955 | 0.990 |
| 10 | 0.338 | 0.984 | 0.952 | 0.987 |
| 30 | 0.338 | 0.984 | 0.952 | 0.986 |

At the three larger radii $C$ lies within 0.05 of its final value 1, and it hardly depends on $K$. Between them it swings further, up to about 1.06 to 1.07 near $ZR=0.46$ and down to about 0.91 to 0.92 near $ZR=1.4$, but for these three $K$ it stays within 0.09 of 1 at all $ZR\ge0.25$. The same quadrature finds 0.76 of 28 electrons inside $r=1/Z$ for $K=3$ and 0.79 of 18910 for $K=30$. The error of the nuclear attraction, whose total is twice the Scott term, is thus built up, to within about a tenth, in a region holding less than one electron; the kinetic part of the error has not been localized here. This localization is computed for these cases, not proved. The approach to 1 is not monotonic, since $C$ is lower at $ZR=1$ than at $ZR=0.25$. From the definition, $dC/dR=-4\pi R\,(n_K-n_{TF})/Z$, so each maximum or minimum of $C$ is a radius where $n_K$ crosses $n_{TF}$, and the swings of $C$ record the radial oscillation of the exact density about the smooth one.

## Partly filled shells

Both derivations assumed closed shells. Let a fraction $f$ of shell $K+1$ be occupied, that is $2(K+1)^2f$ further electrons at $-Z^2/[2(K+1)^2]$ each. The energy is $E=-Z^2(K+f)$ whichever states of the degenerate shell are used, and with $K+1=x+\tfrac12$,

$$y^3=x^3-\frac x4+3f\left(x+\tfrac12\right)^2=x^3+3fx^2+\left(3f-\tfrac14\right)x+\tfrac34f .$$

Let $X=x+f$, so that $-E/Z^2=X-\tfrac12$. Subtracting $X^3=x^3+3fx^2+3f^2x+f^3$ leaves $y^3-X^3=ax+\tfrac34f-f^3$ with $a=3f(1-f)-\tfrac14$. Writing $x=X-f$, the constant becomes $b=\tfrac34f-f^3-af=f-3f^2+2f^3=f(1-f)(1-2f)$, and $y^3=X^3+aX+b$ exactly. Setting $X=y+\delta$ gives $3y^2\delta+ay+b+(3y\delta^2+a\delta+\delta^3)=0$. The bracket is at most of order $1/y$, so $\delta=-a/(3y)-b/(3y^2)+O(y^{-3})$ and

$$E=-Z^2\left[y-\frac12+\frac{\tfrac1{12}-f(1-f)}{y}-\frac{f(1-f)(1-2f)}{3y^2}+O(y^{-3})\right].$$

The Thomas-Fermi and Scott terms survive for every $N$. The third coefficient equals $1/12$ only at $f=0$ and $f=1$, and falls to $-1/6$ at half filling. For general $N$ it is an oscillating function of the filling, and even powers of $1/y$ return whenever $b\neq0$, because the cubic is then no longer odd in $X$. At $f=\tfrac12$, as at $f=0$ and $f=1$, $b$ vanishes and the even powers are again absent.

## What each derivation assumes

The first derivation needs the levels, their degeneracy and closed shells, and nothing else. It is exact algebra, gives $E(N)$ in closed form, shows which powers are missing to all orders and settles convergence. It does not say what any term means; calling $-Z^2y$ a Thomas-Fermi energy is outside its reach.

The second derivation obtains the leading term from the potential alone, by a phase-space count that assumes a slowly varying wavelength and knows nothing of shells. That step can be repeated for any potential. Its corrections are not independent of the spectrum: they use the same $\varepsilon_n$ and $2n^2$, and from the third term on the same closed-shell condition, so that the two exact relations reproduce the cubic of the first derivation. The comparison of sum and integral terminates because the summands are polynomials in $n$. This holds for the pure Coulomb field, and also for the isotropic harmonic oscillator, but not for a general potential. In return each term acquires an origin. The Scott term is the lower limit of the integral, set at the nucleus, and the $1/y$ term is a miscount of $x/6$ electrons priced at the chemical potential. As an iteration, the second route produces coefficients one at a time and makes no statement on convergence.

Both share the model. Neglect of repulsion can be sized by scaling: the cloud has radius of order $r_0=2y^2/Z$, so the repulsion is of order $N^2/r_0\sim ZN^{4/3}$, a fraction of order $N/Z$ of the leading term $Z^2N^{1/3}$. The leading term describes a real ion only for $N\ll Z$, and the neglected repulsion is small against the Scott term only for $N^{4/3}\ll Z$; these are estimates of orders, without numerical prefactors. Setting $N=Z$ for closed shells gives, in hartree,

$$E=-1.144714\,Z^{7/3}+\tfrac12Z^2-0.072798\,Z^{5/3}+\dots,$$

the coefficients being $(3/2)^{1/3}$ and $(2/3)^{1/3}/12$. Repulsion is then itself of order $Z^{7/3}$, so the first and third coefficients belong to this model and not to neutral atoms. The Scott term is better protected, since the potential of the other electrons near the nucleus is of order $N/r_0\sim Z^{4/3}$, small against the core energy scale $Z^2$; this is an estimate of orders, not a proof. The core is also where the speed, of order $Z$ in atomic units, is largest, so the non-relativistic value $Z^2/2$ requires $Z\alpha\ll1$, with $\alpha$ the fine-structure constant.

## Worked example: the ion Ge$^{4+}$

The ion Ge$^{4+}$ has $Z=32$ and $N=28=3\cdot4\cdot7/3$, the count for $K=3$. The energy unit is $Z^2$ hartree $=32^2\times27.211386$ eV $=27864.460$ eV. Without repulsion the exact energy is

$$E=-3\times27864.460\ \text{eV}=-83593.38\ \text{eV}=-3072\ \text{hartree}.$$

The expansion variable is $y=42^{1/3}=3.47602664$, with $1/(12y)=0.02397373$ and $1/(5184y^5)=3.8012\times10^{-7}$. Each term is the energy unit times one of these numbers, and the error is the partial sum minus the exact model energy.

| term | value (eV) | partial sum (eV) | error (eV) |
|---|---|---|---|
| $-Z^2y$ | $-96857.60$ | $-96857.60$ | $-1.326\times10^{4}$ |
| $+Z^2/2$ | $+13932.23$ | $-82925.37$ | $+668.0$ |
| $-Z^2/(12y)$ | $-668.02$ | $-83593.39$ | $-1.05\times10^{-2}$ |
| $+Z^2/(5184y^5)$ | $+0.0106$ | $-83593.38$ | $+7.3\times10^{-5}$ |

Thomas-Fermi theory alone overbinds by $(y-3)/3=15.87\%$ of the exact model energy. Each error has the sign opposite to the first omitted term, the last one being positive because $-Z^2/(62208y^7)$ is missing. The fine digits display the convergence of the series and carry no meaning for the real ion. Besides repulsion, relativity is not negligible here: $Z\alpha=0.23$, and filling the same three shells with Dirac hydrogenic levels lowers the repulsion-free energy by about 840 eV, more than the whole third term.

The Thomas-Fermi chemical potential is $\mu=-27864.460/(2\times3.47602664^2)$ eV $=-1153.07$ eV, between the last full level $\varepsilon_3=-1548.03$ eV and the first empty one $\varepsilon_4=-870.76$ eV. The Thomas-Fermi edge is at $r_0=2y^2\times0.529177/32$ Å $=0.3996$ Å, while the Scott region has the size $0.529177/32$ Å $=0.01654$ Å.

Four more electrons at the same $Z$ show the open-shell term. For $N=32$, $f=4/32=0.125$, $y=48^{1/3}=3.634241$, and the third coefficient is $1/12-0.125\times0.875=-0.026042$, opposite in sign to the closed-shell value. The exact model energy is $-(3+0.125)\times27864.460$ eV $=-87076.4$ eV. Three terms with the coefficient $1/12$ give $-87972.9$ eV, and with the coefficient $-0.026042$ they give $-87134.3$ eV. The latter still lies below the exact value, as the omitted term $+Z^2f(1-f)(1-2f)/(3y^2)$, positive for $f<\tfrac12$, requires.

The cost of dropping repulsion is seen in a non-relativistic restricted Hartree-Fock calculation of Ge$^{4+}$ in the cc-pVDZ basis. It places 6, 12 and 10 electrons in $s$, $p$ and $d$ orbitals, the content of three full shells, and gives $E=-56373$ eV $=-2071.67$ hartree at that level of theory, which is 0.674 of the model energy. Of this, $+20832$ eV is electron repulsion and $-77205$ eV is the one-electron part. These digits are not converged in the basis: cc-pVTZ lowers the total by about 2 eV (0.08 hartree) and moves each part by about 60 eV, to $+20894$ eV and $-77269$ eV, while the ratio 0.674 is unchanged. A scalar-relativistic treatment lowers the total by a further amount of about 590 eV. The one-electron part lies above $-83593$ eV, as the variational principle demands, since $-Z^2K$ is the lowest expectation value of the repulsion-free Hamiltonian among antisymmetric states of 28 electrons. Here $N^{4/3}=85$ exceeds $Z=32$, so the condition $N^{4/3}\ll Z$ fails, and the repulsion alone is larger than the Scott term of $13932$ eV.
